**Periodic-slab field and its dipole correction**

A neutral slab with normal dipole $M$ per cell of area $A$, repeated with period $L$, feels the artificial field $M/(\varepsilon_0AL)$. The program solves a one-dimensional Hartree slab with open and with periodic boundaries. It asserts the frozen-density field and energy, the field enhanced by the polarizability $\alpha$ at three cell lengths, and the recovery of the isolated potential, dipole and energy by a self-consistent sawtooth. It also asserts that the energy does not depend on a shift of the jump within the vacuum, and that the force on a movable ion plane matches the energy slope. Further assertions cover the decay of lateral fields, a finite-volume dielectric stack, and the dipoles of silicon fragments with equal and unequal ends. For the round-parameter H/OH silicon slab, the output gives a true step of 0.885 V and an uncorrected vacuum field of 5.44 MV/cm. The fragment dipole changes sign between Si–O–H angles of 117° and 127°, so the adopted silicon dipole of 0.30 D is a scale, not a prediction.

## Verification by program

```python
"""
Result under test: a neutral insulating slab with dipole M per cell of area A,
repeated with period L along its normal z, feels an artificial uniform field
M/(eps0 A L). A sawtooth potential (M/(eps0 A)) (z/L - 1/2), with its jump in
the vacuum, and an energy M^2/(2 eps0 A L) restore the isolated slab.
Symbols: K = e/eps0 in V nm; charge in e; length in nm; energy in eV;
V = electrostatic potential in V; alpha = dM/dE = slab polarizability per cell.
"""
import numpy as np
from scipy import constants as sc
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh
from pyscf import gto, scf, lib

lib.num_threads(1)
K = sc.e / sc.epsilon_0 * 1e9
KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
DEBYE = 1e-21 / sc.c / sc.e * 1e9          # one debye in e nm
LATTICE = 0.543
AREA = np.sqrt(3) / 4 * LATTICE**2         # Si(111) 1x1 cell, nm^2
H = 0.02                                   # grid spacing, nm
SIGMA = 0.05                               # width of smeared ion planes, nm
WELL_DEPTH, WELL_WIDTH = 10.0, 0.06        # short-range ion attraction
LAYERS = np.array([-0.45, -0.15, 0.15, 0.45])
LAYER_CHARGE = np.array([2.0, 2.0, 2.0, 1.8])
PROTON_CHARGE, PROTON_POSITION = 0.2, 0.55
N_OCC = 4


def gauss(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


def periodic_potential(charge):
    """Zero-mean periodic solution of Poisson's equation."""
    k = 2 * np.pi * np.fft.fftfreq(len(charge), H)
    ck = np.fft.fft(charge)
    vk = np.zeros_like(ck)
    vk[1:] = K / AREA * ck[1:] / k[1:]**2
    return np.fft.ifft(vk).real


def isolated_potential(z, charge):
    """Double integration with zero potential and field at the left."""
    return -K / AREA * make_interp_spline(z, charge, k=7).antiderivative(2)(z)


def solve_slab(length, mode, field=0.0, jump=0.0, shift=0.0):
    """Self-consistent Hartree slab: isolated, periodic or corrected."""
    n = int(round(length / H))
    z = H * np.arange(n)
    x = z - length / 2
    proton = PROTON_CHARGE * gauss(x - PROTON_POSITION - shift, SIGMA)
    ions = proton + sum(q * gauss(x - p, SIGMA)
                        for q, p in zip(LAYER_CHARGE, LAYERS))
    well = -WELL_DEPTH * sum(np.exp(-(x - p)**2 / (2 * WELL_WIDTH**2))
                             for p in LAYERS)
    if mode == "isolated":
        d = np.subtract.outer(np.arange(n), np.arange(n))
        safe = np.where(d == 0, 1, d).astype(float)
        sign = np.where(d % 2 == 0, 1.0, -1.0)
        kinetic = KIN / H**2 * np.where(d == 0, np.pi**2 / 3,
                                        2 * sign / safe**2)
    else:
        k = 2 * np.pi * np.fft.fftfreq(n, H)
        kinetic = KIN * np.fft.ifft(
            k[:, None]**2 * np.fft.fft(np.eye(n), axis=0), axis=0).real
        kinetic = (kinetic + kinetic.T) / 2
    wrapped = (z - jump) % length

    def potential(charge):
        if mode == "isolated":
            return isolated_potential(z, charge)
        v = periodic_potential(charge)
        if mode == "corrected":
            m = H * np.sum(charge * wrapped)
            v = v + K * m / AREA * (wrapped / length - 0.5)
        return v

    density = ions * (2 * N_OCC / (H * ions.sum()))
    old_n, old_r = [], []
    converged = False
    for _ in range(250):
        v = potential(ions - density)
        ham = kinetic + np.diag(well - v + field * x)
        levels, psi = eigh(ham, subset_by_index=[0, N_OCC])
        occ = psi[:, :N_OCC]
        new = 2 * np.sum(occ**2, axis=1) / H
        residual = new - density
        if np.max(np.abs(residual)) < 1e-8:
            converged = True
            break
        old_n.append(density.copy())
        old_r.append(residual.copy())
        old_n, old_r = old_n[-8:], old_r[-8:]
        step = 0.3 * residual
        if len(old_n) > 1:
            dn = np.diff(np.array(old_n), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            c = np.linalg.lstsq(dr, residual, rcond=None)[0]
            step = step - (dn + 0.3 * dr) @ c
        density = density + step
    assert converged, "self-consistency not reached"
    charge = ions - new
    v = potential(charge)
    energy = (2 * np.sum(occ * (kinetic @ occ)) + H * np.sum(new * well)
              + 0.5 * H * np.sum(charge * v))
    dproton = proton * (x - PROTON_POSITION - shift) / SIGMA**2
    return dict(z=z, v=v, charge=charge, energy=energy, levels=levels,
                dipole=H * np.sum(charge * x), edge=max(new[0], new[-1]),
                force=-H * np.sum(dproton * v))


def vacuum_field(v):
    return -(v[6] - v[0]) / (6 * H)


# Quantum model: isolated reference and its polarizability
L0 = 3.2
iso = solve_slab(L0, "isolated")
M0 = iso["dipole"]
step0 = iso["v"][-1] - iso["v"][0]
assert iso["edge"] < 1e-6
assert iso["levels"][N_OCC - 1] < -abs(step0)
assert abs(step0 - K * M0 / AREA) < 1e-3 * abs(step0)
dE = 0.05
alpha = (solve_slab(L0, "isolated", field=dE)["dipole"]
         - solve_slab(L0, "isolated", field=-dE)["dipole"]) / (2 * dE)
alpha_length = K * alpha / AREA

# Frozen density placed in a periodic cell
v_frozen = periodic_potential(iso["charge"])
frozen_field = vacuum_field(v_frozen)
rigid_field = K * M0 / (AREA * L0)
assert abs(frozen_field - rigid_field) < 1e-3 * abs(rigid_field)
frozen_shift = 0.5 * H * np.sum(iso["charge"] * (v_frozen - iso["v"]))
frozen_formula = -K * M0**2 / (2 * AREA * L0)
assert abs(frozen_shift - frozen_formula) < 1e-3 * abs(frozen_formula)

# Relaxed density: feedback at three cell lengths
scan = []
for length in (2.6, L0, 4.4):
    run = solve_slab(length, "periodic")
    measured = vacuum_field(run["v"])
    predicted = K * M0 / AREA / (length - alpha_length)
    assert abs(measured - predicted) < 0.01 * abs(predicted)
    scan.append((length, measured, predicted))
    if length == L0:
        per = run
assert abs(vacuum_field(per["v"])) > 1.05 * abs(rigid_field)
energy_error = per["energy"] - iso["energy"]
energy_formula = -K * M0**2 / (2 * AREA * (L0 - alpha_length))
assert abs(energy_error - energy_formula) < 0.02 * abs(energy_formula)

# Self-consistent sawtooth recovers the isolated slab
cor = solve_slab(L0, "corrected")
moved = solve_slab(L0, "corrected", jump=0.2)
diff_v = cor["v"] - iso["v"]
potential_error = np.max(np.abs(diff_v - diff_v.mean()))
assert potential_error < 1e-4
assert abs(vacuum_field(cor["v"])) < 1e-4
assert abs(cor["dipole"] - M0) < 1e-4 * abs(M0)
assert abs(cor["energy"] - iso["energy"]) < 1e-5
assert abs(moved["energy"] - cor["energy"]) < 1e-5
delta = 0.001
force_fd = -(solve_slab(L0, "corrected", shift=delta)["energy"]
             - solve_slab(L0, "corrected", shift=-delta)["energy"]) / (2 * delta)
force_correction = -PROTON_CHARGE * K * cor["dipole"] / (AREA * L0)
assert abs(force_fd - cor["force"]) < 5e-3
assert abs(force_correction) > 1e-2

# Lateral structure of a square lattice of dipoles decays into the vacuum
side, nx, nz, L3 = np.sqrt(AREA), 16, 150, 3.0
xg, zg = side * np.arange(nx) / nx, L3 * np.arange(nz) / nz
gx = sum(gauss(xg - side / 2 + i * side, SIGMA) for i in (-1, 0, 1))
gz = gauss(zg - 1.6, SIGMA) - gauss(zg - 1.5, SIGMA)
rho_k = np.fft.fftn(0.1 * gx[:, None, None] * gx[None, :, None] * gz)
kx = 2 * np.pi * np.fft.fftfreq(nx, side / nx)
kz = 2 * np.pi * np.fft.fftfreq(nz, L3 / nz)
k2 = kx[:, None, None]**2 + kx[None, :, None]**2 + kz**2
k2[0, 0, 0] = 1.0
rho_k[0, 0, 0] = 0.0
ez = np.fft.ifftn(-1j * kz * K * rho_k / k2).real
lattice_field = K * 0.1 * 0.1 / (AREA * L3)
assert np.max(np.abs(ez[:, :, 25] - lattice_field)) < 1e-3 * lattice_field
decay = ez[:, :, 115].std() / ez[:, :, 105].std()
decay_formula = np.exp(-2 * np.pi / side * 0.2)
assert abs(decay / decay_formula - 1) < 0.02


# Cause: equal and unequal terminations on a Si-Si fragment
def axial_dipole(hydroxyl, angle=117.0):
    """Hartree-Fock dipole along the surface normal, in debye."""
    s2, s23 = np.sqrt(2) / 3, np.sqrt(2 / 3)
    bonds = np.array([[0, 0, 1], [2 * s2, 0, -1 / 3],
                      [-s2, s23, -1 / 3], [-s2, -s23, -1 / 3]])
    top, bottom = np.zeros(3), 2.35 * bonds[1]
    atoms = [("Si", top), ("Si", bottom)]
    atoms += [("H", top + 1.48 * bonds[i]) for i in (2, 3)]
    atoms += [("H", bottom - 1.48 * bonds[i]) for i in (0, 2, 3)]
    if hydroxyl:
        oxygen = top + 1.65 * bonds[0]
        t = np.radians(angle)
        atoms += [("O", oxygen),
                  ("H", oxygen + 0.96 * np.array([-np.sin(t), 0, -np.cos(t)]))]
    else:
        atoms += [("H", top + 1.48 * bonds[0])]
    mol = gto.M(atom=[(s, tuple(r)) for s, r in atoms], basis="6-31g*",
                verbose=0)
    mf = scf.RHF(mol)
    mf.kernel()
    assert mf.converged
    return mf.dip_moment(unit="Debye", verbose=0)[2]


dip_h = axial_dipole(False)
dip_oh = axial_dipole(True)
dip_oh_open = axial_dipole(True, 127.0)
assert abs(dip_h) < 1e-3
assert abs(dip_oh) > 10 * abs(dip_h)

# Worked example: round parameters for a H/OH terminated Si(111) slab
p0, d, vac, eps = 0.30, 1.5, 1.5, 11.7
cell = d + vac
dv0 = K * p0 * DEBYE / AREA


def art_field(vacuum, permittivity=eps):
    return dv0 / (vacuum + d / permittivity)


E = art_field(vac)
# independent finite-volume solution of the periodic dielectric stack
hf = 0.01
nf = int(round(cell / hf))
mid = (np.arange(nf) + 0.5) * hf
link = np.where((mid > 0.5) & (mid < 0.5 + d), eps, 1.0)
mat, rhs = np.zeros((nf, nf)), np.zeros(nf)
for i in range(nf):
    mat[i, (i + 1) % nf] += link[i] / hf
    mat[i, i - 1] += link[i - 1] / hf
    mat[i, i] -= (link[i] + link[i - 1]) / hf
rhs[210], rhs[220] = dv0 / 0.1, -dv0 / 0.1
mat[0, :] = 0.0
mat[0, 0] = 1.0
rhs[0] = 0.0
v_stack = np.linalg.solve(mat, rhs)
E_stack = -(v_stack[30] - v_stack[10]) / (20 * hf)
assert abs(E_stack - E) < 1e-6 * E

error_mev = 1e3 * AREA * dv0**2 / (2 * K * (vac + d / eps))
false_step = E * cell
G_hex = 4 * np.pi / (np.sqrt(3) * LATTICE / np.sqrt(2))
kappa = np.sqrt(4.5 / KIN)                 # rough 4.5 eV vacuum barrier
carriers = 1e10 * d * 1e-7                 # rough intrinsic density, 300 K
sheet = E / K * 1e14

print("QUANTUM TEST MODEL (not silicon)")
print(f"cell length {L0:.1f} nm; cell area {AREA:.4f} nm^2")
print(f"isolated dipole M0 {M0:.6f} e nm; step {step0:.4f} V")
print(f"highest filled level from left vacuum {iso['levels'][3]:.3f} eV")
print(f"alpha/(eps0 A) {alpha_length:.4f} nm")
print(f"frozen-density field: measured {frozen_field:.5f} V/nm")
print(f"frozen-density field: formula {rigid_field:.5f} V/nm")
print(f"frozen energy shift: measured {1e3*frozen_shift:.4f} meV")
print(f"frozen energy shift: formula {1e3*frozen_formula:.4f} meV")
for length, measured, predicted in scan:
    print(f"L {length:.1f} nm: relaxed field {measured:.5f},"
          f" formula {predicted:.5f} V/nm")
print(f"uncorrected energy error: measured {1e3*energy_error:.4f} meV")
print(f"uncorrected energy error: formula {1e3*energy_formula:.4f} meV")
print(f"corrected minus isolated energy"
      f" {1e3*(cor['energy']-iso['energy']):.1e} meV")
print(f"largest corrected potential error {potential_error:.1e} V")
print(f"energy change on moving jump 0.2 nm"
      f" {1e3*(moved['energy']-cor['energy']):.1e} meV")
print(f"proton-plane force: energy slope {force_fd:.4f} eV/nm")
print(f"proton-plane force: from field {cor['force']:.4f} eV/nm")
print(f"part due to sawtooth {force_correction:.4f} eV/nm")
print(f"lateral decay over 0.2 nm: {decay:.5f}, formula {decay_formula:.5f}")
print("MOLECULAR FRAGMENTS, RHF/6-31G*, dipole along normal")
print(f"H and H ends {abs(dip_h):.4f} D (magnitude)")
print(f"H and OH ends, Si-O-H 117 deg {dip_oh:.3f} D")
print(f"H and OH ends, Si-O-H 127 deg {dip_oh_open:.3f} D")
print("WORKED EXAMPLE, H/OH Si(111) 1x1, round parameters")
print(f"lattice constant {LATTICE:.3f} nm; dipole {p0:.2f} D per cell")
print(f"slab {d:.1f} nm; vacuum {vac:.1f} nm; permittivity {eps:.1f}")
print(f"true vacuum-level step {dv0:.4f} V")
print(f"rigid-slab field {10*dv0/cell:.3f} MV/cm")
print(f"self-consistent field {10*E:.3f} MV/cm = {E:.4f} V/nm")
print(f"finite-volume field {10*E_stack:.3f} MV/cm")
print(f"displacement eps0 E {sc.epsilon_0*E*1e9*100:.3f} uC/cm2")
print(f"drop in vacuum {E*vac:.4f} V; drop in slab {E*d/eps:.4f} V")
print(f"energy too low by {error_mev:.3f} meV per cell")
print(f"false step from uncorrected dipole {false_step:.3f} V")
for w in (3.0, 6.0, 12.0):
    print(f"vacuum {w:.0f} nm: artificial field {10*art_field(w):.3f} MV/cm")
print(f"vacuum needed for 0.1 MV/cm {dv0/0.01-d/eps:.1f} nm")
print("NEGLECTED EFFECTS")
print(f"field change if permittivity is 8: {100*(art_field(vac,8)/E-1):.1f} %")
print(f"lateral decay factor to mid-vacuum {np.exp(-G_hex*vac/2):.1e}")
print(f"tunnelling factor, 4.5 eV barrier {np.exp(-2*kappa*vac):.1e}")
print(f"slab drop / rough 1.1 eV gap {E*d/eps/1.1:.3f}")
print(f"field in slab {10*E/eps:.3f} MV/cm; rough bulk breakdown 0.3 MV/cm")
print(f"thermal carriers at 300 K {carriers:.1e} cm^-2")
print(f"sheet density needed to screen field {sheet:.1e} cm^-2")
print("PASS")
```

Printed output:

```
QUANTUM TEST MODEL (not silicon)
cell length 3.2 nm; cell area 0.1277 nm^2
isolated dipole M0 0.007366 e nm; step 1.0440 V
highest filled level from left vacuum -5.390 eV
alpha/(eps0 A) 0.7297 nm
frozen-density field: measured 0.32624 V/nm
frozen-density field: formula 0.32624 V/nm
frozen energy shift: measured -1.2016 meV
frozen energy shift: formula -1.2016 meV
L 2.6 nm: relaxed field 0.55807, formula 0.55820 V/nm
L 3.2 nm: relaxed field 0.42256, formula 0.42262 V/nm
L 4.4 nm: relaxed field 0.28442, formula 0.28444 V/nm
uncorrected energy error: measured -1.5564 meV
uncorrected energy error: formula -1.5565 meV
corrected minus isolated energy 4.5e-06 meV
largest corrected potential error 3.4e-08 V
energy change on moving jump 0.2 nm -9.7e-08 meV
proton-plane force: energy slope 0.9354 eV/nm
proton-plane force: from field 0.9354 eV/nm
part due to sawtooth -0.0652 eV/nm
lateral decay over 0.2 nm: 0.02968, formula 0.02969
MOLECULAR FRAGMENTS, RHF/6-31G*, dipole along normal
H and H ends 0.0000 D (magnitude)
H and OH ends, Si-O-H 117 deg -0.086 D
H and OH ends, Si-O-H 127 deg 0.195 D
WORKED EXAMPLE, H/OH Si(111) 1x1, round parameters
lattice constant 0.543 nm; dipole 0.30 D per cell
slab 1.5 nm; vacuum 1.5 nm; permittivity 11.7
true vacuum-level step 0.8852 V
rigid-slab field 2.951 MV/cm
self-consistent field 5.437 MV/cm = 0.5437 V/nm
finite-volume field 5.437 MV/cm
displacement eps0 E 0.481 uC/cm2
drop in vacuum 0.8155 V; drop in slab 0.0697 V
energy too low by 1.698 meV per cell
false step from uncorrected dipole 1.631 V
vacuum 3 nm: artificial field 2.830 MV/cm
vacuum 6 nm: artificial field 1.445 MV/cm
vacuum 12 nm: artificial field 0.730 MV/cm
vacuum needed for 0.1 MV/cm 88.4 nm
NEGLECTED EFFECTS
field change if permittivity is 8: -3.5 %
lateral decay factor to mid-vacuum 7.0e-07
tunnelling factor, 4.5 eV barrier 6.9e-15
slab drop / rough 1.1 eV gap 0.063
field in slab 0.465 MV/cm; rough bulk breakdown 0.3 MV/cm
thermal carriers at 300 K 1.5e+03 cm^-2
sheet density needed to screen field 3.0e+12 cm^-2
PASS
```
